\section*{Diminishing Stabilisation from Equivalent Donors Sharing One Acceptor Orbital}

\section{The error in adding up donors}

A donor orbital that mixes weakly with an empty acceptor orbital lowers the energy of its two electrons by about $2t^2/\Delta$. Here $t$ is the coupling and $\Delta$ the energy of the acceptor above the donor. It is tempting to multiply this by the number of donors.

For $\Delta=12$ eV, $t=2.5$ eV and six donors, the product is $6\times1.042=6.25$ eV. The energy obtained below for the same model is 5.15 eV, so the product is too large by about 21\% of that value. The donors compete for one orbital, and second-order perturbation theory does not see the competition.

\section{Model and assumptions}

Let $n$ donor orbitals $|d_i\rangle$ have the same energy, which we take as zero, and let the acceptor orbital $|a\rangle$ lie at $\Delta>0$. All these orbitals are orthonormal, and the donors have no matrix elements with one another. The couplings are real and equal in magnitude. If some differ in sign, we reverse the sign of the corresponding $|d_i\rangle$, which changes no energy. Then, with $t>0$,
\begin{equation}
H=\Delta|a\rangle\langle a|-t\sum_{i=1}^{n}
\bigl(|d_i\rangle\langle a|+|a\rangle\langle d_i|\bigr).
\label{eq:H}
\end{equation}

Each donor brings two electrons and the acceptor brings none. The electrons are independent, so the total energy is the sum of occupied orbital energies. We also assume that $\Delta$ and $t$ do not change when a donor is added. Atomic units are used in the algebra; since each result is a relation between energies, eV may be inserted directly.

Without coupling, all $2n$ electrons have energy zero. The stabilisation $S(n)$ is therefore minus the total energy with coupling. It is a delocalisation energy, not the whole binding energy of an adduct.

\section{The total stabilisation}

A donor combination $\sum_i c_i|d_i\rangle$ obeys
\begin{equation}
H\sum_i c_i|d_i\rangle=-t\Bigl(\sum_i c_i\Bigr)|a\rangle .
\end{equation}
The condition $\sum_i c_i=0$ leaves $n-1$ independent combinations, all with energy zero. The remaining normalised combination is
\begin{equation}
|b\rangle=\frac{1}{\sqrt n}\sum_i|d_i\rangle,\qquad
\langle a|H|b\rangle=\frac{1}{\sqrt n}\,n(-t)=-\sqrt n\,t .
\end{equation}
In the basis $(|b\rangle,|a\rangle)$ the secular equation is
\begin{equation}
(0-E)(\Delta-E)-nt^2=0
\quad\Longrightarrow\quad
E^2-\Delta E-nt^2=0 .
\end{equation}
Its roots are
\begin{equation}
E_\pm=\frac{\Delta\pm R(n)}{2},\qquad
R(n)=\sqrt{\Delta^2+4nt^2}.
\label{eq:roots}
\end{equation}
Their product is $-nt^2<0$, so $E_-<0<E_+$. The $2n$ electrons fill $n$ orbitals: the one at $E_-$ and the $n-1$ at zero. The total energy is $2E_-$, and hence
\begin{equation}
\boxed{S(n)=-2E_-=\sqrt{\Delta^2+4nt^2}-\Delta.}
\label{eq:S}
\end{equation}

The acceptor must be empty. If it brought two electrons of its own, $E_+$ would be filled as well. Since $E_++E_-=\Delta$, the total would be $2\Delta$, the same as without coupling, and there would be no stabilisation in this orthogonal model.

\section{Proof that each gain is smaller}

Define the gain from the $n$th donor as $g(n)=S(n)-S(n-1)$, with $S(0)=0$. The constant $\Delta$ cancels. Multiplying and dividing by the sum of the two roots gives
\begin{align}
g(n)&=R(n)-R(n-1)
=\frac{R(n)^2-R(n-1)^2}{R(n)+R(n-1)}\nonumber\\
&=\frac{4t^2}{R(n)+R(n-1)}>0 .
\label{eq:gain}
\end{align}
For the next donor the numerator is the same and the denominator is $R(n+1)+R(n)$. Because $R$ increases with $n$, we have $R(n+1)>R(n-1)$. The new denominator is larger, so
\begin{equation}
g(n+1)<g(n),\qquad n\ge1 .
\end{equation}
This is the required result. It holds for any $t\neq0$ within the stated model, not just for weak coupling.

\section{What the earlier donors change}

The charge on the acceptor follows from the derivative of the orbital energy. For a normalised eigenstate, $\partial E_-/\partial\Delta$ is the expectation value of $\partial H/\partial\Delta=|a\rangle\langle a|$, which is the acceptor weight $w$. Thus
\begin{equation}
w=\frac12\left(1-\frac{\Delta}{R}\right),\qquad
q=2w=1-\frac{\Delta}{R},
\label{eq:q}
\end{equation}
where $q$ is the number of electrons transferred.

Now add a probe donor at energy zero with a very small coupling $u$. It can mix with the orbitals at $E_-$ and $E_+$. Mixing with the filled orbital at $E_-$ raises one filled level and lowers the other equally at second order, so it gives no net gain. Mixing with the empty orbital at $E_+$, whose acceptor weight is $1-w$, gives
\begin{equation}
\delta S=\frac{2u^2(1-w)}{E_+}
=2u^2\,\frac{(R+\Delta)/(2R)}{(R+\Delta)/2}
=\frac{2u^2}{R}.
\label{eq:probe}
\end{equation}
By equation~\eqref{eq:q} this can also be written
\begin{equation}
\delta S=\frac{2u^2}{\Delta}(1-q).
\end{equation}
Two changes reduce the gain: the empty orbital has lost acceptor character, and it has moved up from $\Delta$ to $E_+$. Their combined factor is $\Delta/R=1-q$.

A donor of full strength $t$ is not a weak probe. As its squared coupling is turned on from $0$ to $t^2$, the rate of gain falls from its value at $R(n-1)$ to that at $R(n)$. Equation~\eqref{eq:gain} therefore lies between the two:
\begin{equation}
\frac{2t^2}{R(n)}<g(n)<\frac{2t^2}{R(n-1)} .
\end{equation}

\section{Weak coupling and many donors}

For $4nt^2\ll\Delta^2$, put $y=4nt^2/\Delta^2$ and use $\sqrt{1+y}=1+y/2-y^2/8+\cdots$:
\begin{equation}
S(n)=\frac{2nt^2}{\Delta}-\frac{2n^2t^4}{\Delta^3}+\cdots .
\end{equation}
The first term is additive. Subtracting the same series at $n-1$, with $n^2-(n-1)^2=2n-1$, gives
\begin{equation}
g(n)=\frac{2t^2}{\Delta}-\frac{2(2n-1)t^4}{\Delta^3}+\cdots .
\end{equation}
The decrease from donor to donor thus begins at fourth order in $t$.

In the opposite regime, $4nt^2\gg\Delta^2$,
\begin{equation}
S(n)=2t\sqrt n-\Delta+\frac{\Delta^2}{4t\sqrt n}+\cdots,
\qquad g(n)\simeq\frac{t}{\sqrt n}.
\end{equation}
The form for $g(n)$ also needs $n\gg1$, because it replaces $\sqrt n-\sqrt{n-1}$ by $1/(2\sqrt n)$. As $n$ grows the gain tends to zero, but the total has no upper limit in the model. In a molecule, the space around the acceptor ends the sequence much earlier.

\section{Overlap between donor and acceptor}

Real donor and acceptor orbitals overlap. Let $\langle d_i|a\rangle=s>0$ in the phases that make the coupling $-t$, keep the donors mutually orthogonal, and require $ns^2<1$ so that the orbitals are linearly independent. The combinations with $\sum_i c_i=0$ still have energy zero. For the remaining pair, the off-diagonal element of $H-E$ times the overlap matrix is $-\sqrt n(t+Es)$, so
\begin{equation}
-E(\Delta-E)=n(t+Es)^2 .
\end{equation}
With $x=-E$ this becomes
\begin{equation}
x(\Delta+x)=n(t-xs)^2 .
\label{eq:overlap}
\end{equation}
Collecting powers gives $(1-ns^2)x^2+(\Delta+2nts)x-nt^2=0$. The product of its roots is negative, so there is one positive root, and $S=2x$. At $x=0$ the left side of~\eqref{eq:overlap} is below the right; at $x=t/s$ it is above. The root therefore lies in $0<x<t/s$.

On that interval we may solve for the number of donors, treated as continuous:
\begin{equation}
n=N(x)=p(x)r(x),\quad p=x(\Delta+x),\quad r=(t-xs)^{-2}.
\end{equation}
Here $p,p',p''$ and $r,r',r''$ are all positive. Hence $N'=p'r+pr'>0$ and $N''=p''r+2p'r'+pr''>0$. The slope $dx/dn=1/N'(x)$ falls as $x$ grows. Each gain is the integral of $2\,dx/dn$ over one unit of $n$, so successive gains still decrease.

\section{How donor interactions can reverse the order}

Take two donors, without overlap, and let a direct coupling $v$ raise $|b\rangle$ to $+v$ and lower the other combination to $-v$. With both filled, the donors' own energy is $2v-2v=0$, so the reference is unchanged. The gap seen by $|b\rangle$ is now $G=\Delta-v$, and measuring the stabilisation from the filled donor levels gives
\begin{equation}
S_v(2)=\sqrt{G^2+8t^2}-G .
\end{equation}
This increases as $G$ falls. The two gains are equal when $S_v(2)=2S_1$, where $S_1=S(1)$. Moving $G$ to the right and squaring,
\begin{equation}
8t^2=4GS_1+4S_1^2
\quad\Longrightarrow\quad
G=\frac{2t^2}{S_1}-S_1 .
\end{equation}
From $(S_1+\Delta)^2=\Delta^2+4t^2$ we have $2t^2/S_1=\Delta+S_1/2$. Therefore $G=\Delta-S_1/2$, and the critical coupling is
\begin{equation}
v_{\rm c}=\frac{S(1)}{2}.
\end{equation}
For $v>v_{\rm c}$ the second donor contributes more than the first. The same algebra applies if the second donor lowers the gap by some other route while $t$ stays fixed.

\section{Worked example}

Choose $\Delta=12$ eV and $t=2.5$ eV. For one and two donors,
\begin{align}
S(1)&=\sqrt{144+25}-12=1.000\ \text{eV},\\
S(2)&=\sqrt{144+50}-12=1.928\ \text{eV}.
\end{align}
These are 96.5 and 186.1 kJ/mol. The second gain is 0.928 eV. The same formulas give:

\begin{center}
\begin{tabular}{cccc}
$n$ & $S$ (eV) & $g$ (eV) & $q$ \\
1 & 1.000 & 1.000 & 0.077 \\
2 & 1.928 & 0.928 & 0.138 \\
3 & 2.799 & 0.870 & 0.189 \\
4 & 3.620 & 0.822 & 0.232 \\
5 & 4.401 & 0.781 & 0.268 \\
6 & 5.146 & 0.745 & 0.300
\end{tabular}
\end{center}

Even the first gain is below $2t^2/\Delta=1.042$ eV, because one donor already saturates the acceptor slightly. The critical donor coupling is $v_{\rm c}=0.50$ eV. At $v=0.60$ eV the second gain is 1.015 eV, larger than the first.

\section{Comparison with alane and ammonia}

Amine adducts of alane, AlH$_3$, serve as precursors for aluminium deposition. The empty aluminium $p$ orbital has two equivalent axial sites. Its lobes have opposite signs, which the phase choice in~\eqref{eq:H} absorbs. The rows with $n>2$ do not describe alane; they need an acceptor with more equivalent sites.

To judge the parameters, we take ammonia as the donor and use restricted Hartree--Fock theory (RHF) in the 6-31G* basis. Alane is planar, with Al--H 1.60, Al--N 2.15 and N--H 1.014 \AA; these geometries are fixed, not optimised. The gap between the ammonia lone pair and the empty alane orbital, each from its isolated molecule, is 12.3 eV, close to the chosen $\Delta$. The coupling was chosen to make $S(1)$ about 1 eV, so agreement of that size is no evidence for the model.

Three omissions can be sized within the orbital picture:
\begin{itemize}
\item The calculated orbital overlap is 0.229. With $\Delta$ and $t$ held fixed, equation~\eqref{eq:overlap} gives gains of 0.92 and 0.74 eV.
\item Half the splitting of the two lone-pair levels, calculated for the ammonia pair without alane, gives $v=0.073$ eV. It raises the combination that couples to the $p$ orbital. Without overlap, the second gain becomes 0.939 eV; $v$ alone is well below $v_{\rm c}$. In the same pair, however, the mean of the two levels lies 0.39 eV above the lone pair of isolated ammonia. Taken as a further narrowing of the gap, this brings the total to 0.46 eV, close to $v_{\rm c}$, and the second gain to 0.995 eV. The donors also shift the acceptor level, which is not sized here, so the margin is not established.
\item Two electrons in the alane acceptor orbital repel by $U=6.70$ eV. At fixed charge, the cost is $Uw^2=Uq^2/4$: 0.010 eV for one donor and 0.032 eV for two. This leaves out their attraction to the charge left on the donors.
\end{itemize}
These sizes depend on the basis, because the empty alane orbital spreads out when diffuse functions are available. In the aug-cc-pVDZ basis the overlap falls to 0.09 and $U$ to 4.1 eV, while the gap stays near 12 eV. In that basis a second odd empty orbital, 1.5 eV higher, has overlap 0.28, so the acceptor character is shared among several orbitals. The def2-TZVP basis, which has no diffuse functions, gives 0.231 and 6.74 eV, close to 6-31G*. The overlap and repulsion corrections above therefore belong to a compact acceptor orbital and are only rough guides. The donor coupling is less sensitive: in def2-TZVP, with alane's basis functions present, $v$ is 0.10 eV and the common upward shift of the two levels is 0.34 eV.

Binding energies contain more than delocalisation. They were calculated with RHF and with second-order M\o ller--Plesset theory (MP2), giving every fragment the basis functions of the full complex. The first and second ammonia bind by 0.92 and 0.52 eV in RHF, and by 1.01 and 0.56 eV in MP2. The second is weaker, as in the model, but the ratio is about 0.56 rather than 0.93. The larger def2-TZVP basis gives MP2 values of 1.06 and 0.67 eV, a ratio of 0.64, so the second step is uncertain by at least 0.1 eV. Of the 6-31G* MP2 drop of about 0.45 eV, direct repulsion between the ammonia molecules supplies 0.11 eV. The other 0.34 eV is a three-body remainder. In def2-TZVP these two parts are 0.08 and 0.30 eV. The three-body remainder includes competition for the acceptor, but also polarisation and other effects that these energies do not separate. In RHF with 6-31G* and no extra basis functions on the fragments, 0.11 eV of a 0.29 eV remainder is already present when the fragment orbitals are frozen, before any charge is transferred.

The assumption that a new donor leaves everything else unchanged also fails. With one ammonia, alane bends away from it: among bends of 0, 6, 12 and 18 degrees, 12 degrees has the lowest RHF energy, 0.20 eV below planar. If the second ammonia must flatten the molecule again, this energy moves from the second binding step to the first. The RHF steps then become roughly 1.12 and 0.32 eV. The grid of angles is coarse: a bend of 9 degrees gains 0.23 eV, which shifts each step by a further 0.02 to 0.03 eV.

Temperature matters too. For ideal gases at 300 K and 1 Torr per species, rough conditions for precursor vapour, joining two molecules of reduced mass $\mu$ costs a translational free energy
\begin{equation}
k_{\rm B}T\ln\left[\left(\frac{2\pi\mu k_{\rm B}T}{h^2}\right)^{3/2}
\frac{k_{\rm B}T}{p}\right].
\end{equation}
This is 0.54 eV for either donor, comparable with the second binding energy. Rotations and vibrations are not included, so the comparison does not settle which adduct dominates the vapour. It does show that a positive second gain in~\eqref{eq:gain} is not enough to predict a stable two-donor adduct. The small basis and fixed geometries also make these molecular energies estimates, not substitutes for measurement.
